# Touching Depletion Cylinders at Tilt Boundaries and the Closing of Gaps

## Result

A symmetric low-angle tilt boundary with undissociated cores is a single row of parallel edge dislocations. If each core is surrounded by a depletion cylinder of radius \(R\), and the Burgers vector has length \(b\), neighbouring cylinders touch at the tilt angle

\[
\theta_t=2\arcsin\frac{b}{4R}\simeq\frac{b}{2R}.
\]

For \(b=0.39\) nm and \(R=5\) nm this is 0.0390 rad, or 2.23 degrees.

Touching is where the cylinders begin to overlap. It is not yet strong blocking. In the sharp depletion picture the barrier midway between two cores is still zero at \(\theta_t\). Once the cylinders have merged, a carrier of charge \(z\) meets in the gap the barrier

\[
B\simeq zU_0\left[\left(\frac{\pi R}{2D}\right)^2-\ln 2\right]+kT ,
\qquad U_0=\frac{2\pi N R^2}{\varepsilon_r},
\]

where \(D\) is the core spacing, \(N\) the density of frozen dopants and \(\varepsilon_r\) the relative permittivity. The bracket is the cold limit; \(kT\) is the first thermal correction. In the example below, the carrier density in the gap falls to one tenth of its grain value near 3.0 degrees, not at 2.23.

## Model and conventions

The algebra is in atomic units, with the elementary charge equal to one, so potentials and energies share a unit. Poisson's equation reads \(\varepsilon_r\nabla^2\varphi=-4\pi\rho\).

The cores are straight, equally spaced lines along the third axis. Each carries a fixed positive charge \(\lambda\) per unit length. The coordinate \(x\) runs along the boundary, \(y\) is normal to it, and one core sits at the origin. The grains contain uniform, immobile acceptors of charge \(-1\) and density \(N\), compensated by mobile positive carriers of charge \(z\). These have density \(N/z\) far from the boundary, where \(\varphi=0\). In equilibrium,

\[
n=\frac{N}{z}e^{-z\varphi/kT},\qquad
\rho=-N\left(1-e^{-z\varphi/kT}\right)
\]

away from the cores. Since \(\varphi>0\) near a core, the carriers are repelled.

The sharp depletion picture is the limit \(kT\to0\) at fixed \(U_0\). Carriers are then absent where \(\varphi>0\), and the crystal is neutral where \(\varphi=0\). At the edge between the two regions both \(\varphi\) and its slope vanish, because the edge carries no surface charge.

## Spacing of the cores

Take a vector of length \(L\) along the boundary and rotate it by \(+\theta/2\) with one grain and by \(-\theta/2\) with the other. The two images are the equal sides of an isosceles triangle with apex angle \(\theta\), so their ends are \(2L\sin(\theta/2)\) apart. This closure failure must be supplied by the \(L/D\) dislocations crossed, each contributing \(b\):

\[
2L\sin\frac{\theta}{2}=\frac{L}{D}\,b
\quad\Rightarrow\quad
D=\frac{b}{2\sin(\theta/2)}\simeq\frac{b}{\theta}.
\]

Setting \(D=2R\) gives \(\sin(\theta_t/2)=b/4R\), the stated angle. It remains to show that \(D=2R\) is where the gap starts to be depleted.

## One cylinder

Neutrality of an isolated cylinder requires \(\lambda=\pi R^2N\). Gauss's law at radius \(r<R\) gives

\[
2\pi r\,\varepsilon_r E=4\pi(\lambda-\pi r^2N)
\quad\Rightarrow\quad
E=\frac{2\pi N(R^2-r^2)}{\varepsilon_r r}
=U_0\left(\frac1r-\frac{r}{R^2}\right).
\]

Integrating from \(r\) to \(R\), where the potential is zero,

\[
\varphi_1(r)=U_0\left[\ln\frac Rr-\frac12+\frac{r^2}{2R^2}\right].
\]

Both \(\varphi_1\) and \(E\) vanish at \(R\), as required. Comparing the two forms of \(E\) near the core also gives \(2\lambda/\varepsilon_r=U_0\). The permittivity sets the height of the potential but not \(R\), which follows from charge balance alone.

## Why overlap starts at \(D=2R\)

For \(D>2R\) the cylinders are disjoint and each has no field outside itself. Their sum therefore satisfies every condition of the sharp problem, and the gaps are neutral.

For \(D<2R\), let \(s\) be the sum of the isolated potentials and \(\varphi\) the true sharp potential. Consider \(v=s-\varphi\), in which the core singularities cancel. Suppose \(v>0\) in some region. There \(s>0\), so at least one cylinder covers each point and \(\nabla^2s\ge4\pi N/\varepsilon_r\). The true potential has \(\nabla^2\varphi\le4\pi N/\varepsilon_r\), with zero in neutral parts. Hence \(\nabla^2v\ge0\) inside the region while \(v=0\) on its border. A function of this kind has its maximum on the border, so \(v\le0\) inside, which contradicts the supposition. Therefore \(\varphi\ge s\), and midway between cores

\[
\varphi\ge2\varphi_1(D/2)>0 .
\]

The gap is depleted as soon as \(D<2R\). A numerical solution of the free-boundary problem agrees: the gap potential is zero at \(D=2.2R\) and \(0.031\,U_0\) at \(D=1.9R\).

## Merged cylinders: the cold limit

Well beyond touching, the cylinders form a nearly flat depleted slab. Write \(k=2\pi/D\). The potential of the row of lines alone, up to a constant, is

\[
\varphi_{\rm row}=-\frac{U_0}{2}\ln\left[2(\cosh ky-\cos kx)\right].
\]

The bracket equals \(4|\sin[k(x+iy)/2]|^2\). Its logarithm is harmonic except at the cores, where the bracket tends to \(k^2r^2\) and the potential to \(-U_0\ln kr\), the correct singularity. Taking out the factor \(e^{k|y|}\),

\[
\varphi_{\rm row}=-\frac{U_0k|y|}{2}+\chi,
\]
\[
\chi=-\frac{U_0}{2}\ln\left(1-2e^{-k|y|}\cos kx+e^{-2k|y|}\right)
=U_0\sum_{m\ge1}\frac{e^{-mk|y|}}{m}\cos mkx .
\]

The first term is the field of a uniform charged sheet. The ripple \(\chi\) averages to zero along \(x\) and decays away from the boundary. Midway between cores, at \(x=D/2\) and \(y=0\), the logarithm is \(\ln4\), so \(\chi=-U_0\ln2\).

The sheet is compensated by a slab of half-width \(w\):

\[
2wDN=\lambda=\pi R^2N\quad\Rightarrow\quad w=\frac{\pi R^2}{2D}.
\]

Inside the slab the mean potential obeys \(\bar\varphi''=4\pi N/\varepsilon_r=2U_0/R^2\). With zero value and slope at \(|y|=w\),

\[
\bar\varphi(y)=\frac{U_0}{R^2}(w-|y|)^2,\qquad
\bar\varphi(0)=U_0\left(\frac{\pi R}{2D}\right)^2 .
\]

Its slope at \(y=0^+\) is \(-2U_0w/R^2=-\pi U_0/D\), equal to the sheet slope \(-U_0k/2\). Adding the ripple and multiplying by \(z\) gives the cold barrier

\[
B_0=zU_0\left[\left(\frac{\pi R}{2D}\right)^2-\ln2\right].
\]

The first term grows as \(\theta^2\): closer cores put more charge into the sheet, which raises its field and widens the slab. The second term is the relief found midway between the cores.

### How the flat slab fails near touching

The ripple is not quite zero at the slab edge. Its leading amplitude there is \(U_0e^{-q}\), with

\[
q=kw=\frac{\pi^2R^2}{D^2}.
\]

Let the edge move to \(w+\delta(x)\). To first order the total ripple must vanish at \(y=w\), since \(\bar\varphi\) changes there only as \(\delta^2\). The \(m=1\) ripple that does so, with the same source at \(y=0\), is

\[
\psi=U_0\frac{\sinh k(w-y)}{\cosh kw}\cos kx ,\qquad 0\le y\le w .
\]

This has two effects of the same order.

1. At \(y=0\) the amplitude is \(U_0\tanh q\simeq U_0(1-2e^{-2q})\) instead of \(U_0\). Midway between cores \(\cos kx=-1\), so the potential rises by \(2U_0e^{-2q}\).

2. Zero total slope at the edge requires \(2U_0\delta/R^2+\partial_y\psi=0\), hence \(\delta\simeq R^2k\,e^{-q}\cos kx\). The mean potential at the boundary is the first moment of its curvature, \(\bar\varphi(0)=\int_0^\infty y\,\bar\varphi''dy=(U_0/R^2)\langle(w+\delta)^2\rangle\). Charge balance fixes \(\langle\delta\rangle=0\), so the added term is \(U_0\langle\delta^2\rangle/R^2=\tfrac12U_0R^2k^2e^{-2q}\). Since \(R^2k^2=4\pi^2R^2/D^2=4q\), this equals \(2qU_0e^{-2q}\).

Together,

\[
\Delta B_{\rm edge}\simeq2zU_0(1+q)e^{-2q}.
\]

The correction is exponentially small for closely spaced cores. At touching \(q=\pi^2/4\simeq2.5\), and the expansion is no longer reliable: the uncorrected formula gives \(B_0\simeq-0.08\,zU_0\), whereas the sharp barrier there is zero.

## The first thermal correction

At finite temperature the slab edge is smeared. The ripple is small there. Closer to the cores it is large, but a well-depleted boundary has almost no carriers in that region, so the ripple hardly affects the mean charge. To good accuracy the average along \(x\) therefore obeys, for all \(y>0\),

\[
\bar\varphi''=\frac{2U_0}{R^2}\left(1-e^{-z\bar\varphi/kT}\right).
\]

Multiply by \(\bar\varphi'\) and integrate from \(y=0^+\) to infinity, where \(\bar\varphi\) and \(\bar\varphi'\) vanish. With \(\bar\varphi_0=\bar\varphi(0)\),

\[
-\frac12\left(\frac{\pi U_0}{D}\right)^2
=\frac{2U_0}{R^2}\left[-\bar\varphi_0+\frac{kT}{z}\left(1-e^{-z\bar\varphi_0/kT}\right)\right].
\]

The left side contains the initial slope, which is fixed by the core charge and does not depend on temperature. Solving for \(\bar\varphi_0\) and dropping the exponential, which is small when the boundary is well depleted,

\[
\bar\varphi_0=U_0\left(\frac{\pi R}{2D}\right)^2+\frac{kT}{z}.
\]

The barrier is \(z\) times the potential, so \(B=B_0+kT\). The sign is positive because carriers that enter the slab edge cancel some acceptor charge there. Compensation of the cores must then reach farther out, and the same core charge supports a larger potential drop.

### Angle for a chosen density

The gap density relative to the grain is \(e^{-B/kT}\). For one tenth, \(B=kT\ln10\). Inserting \(B\) and \(D\simeq b/\theta\),

\[
\left(\frac{\pi R\theta}{2b}\right)^2=\ln2+\frac{\ln10-1}{g},
\qquad g=\frac{zU_0}{kT},
\]
\[
\theta_{10}=\frac{2b}{\pi R}\sqrt{\ln2+\frac{\ln10-1}{g}} .
\]

The angle still scales as \(b/R\), but its prefactor depends on \(g\), the depth of the potential in thermal units. The formula suits moderate \(g\), such as the value near 3 below. For large \(g\) the chosen density is reached close to touching, where the flat-slab barrier fails: the formula then tends to \(1.06\,\theta_t\), whereas the true angle tends to \(\theta_t\).

## Worked example

Take rough values for acceptor-doped strontium titanate at 500 K: \(\varepsilon_r=170\), \(N=5\times10^{19}\) cm\(^{-3}=0.05\) nm\(^{-3}\), and oxygen vacancies with \(z=2\). The squared charge in engineering units is 1.44 eV nm, so

\[
U_0=\frac{2\pi(1.44)(0.05)(5^2)}{170}\ \text{eV}=0.0665\ \text{eV},
\qquad zU_0=0.133\ \text{eV}.
\]

With \(kT=0.0431\) eV, \(g=3.09\). The Debye length is 2.0 nm, not very small beside \(R\), so these cylinders have soft edges.

At 3 degrees, \(D=7.45\) nm and \(\pi R/2D=1.054\). Then

\[
B_0=0.133\,(1.111-0.693)=0.056\ \text{eV},\qquad
B=0.056+0.043=0.099\ \text{eV}.
\]

The two-dimensional Poisson-Boltzmann solution gives 0.101 eV. At 5 degrees the formula and the solution both give 0.36 eV.

The edge correction can be checked in the cold problem. At 2.5 degrees \(D\simeq8.94\) nm, so \(q\simeq3.09\) and \(\Delta B_{\rm edge}\simeq0.0023\) eV. The numerical cold barrier exceeds \(B_0\) by \(0.0131-0.0105=0.0026\) eV.

For the one-tenth density,

\[
\theta_{10}=\frac{2(0.39)}{\pi(5)}\sqrt{0.693+\frac{1.303}{3.09}}
=0.0524\ \text{rad}=3.0^\circ ,
\]

and the numerical solution gives 2.98 degrees.

### What happens to the current

A low barrier can still impede current by forcing it through narrow gaps. Let the local conductivity follow the equilibrium carrier density, with unchanged mobility, and solve for steady current across the boundary. The added resistance can be stated as a length of grain having the same resistance per area:

| Tilt (degrees) | Gap density / grain density | Excess length (nm) |
|---:|---:|---:|
| 1.00 | 0.97 | 6.0 |
| 2.23 | 0.38 | 28 |
| 3.00 | 0.096 | 97 |
| 4.00 | 0.0070 | 950 |
| 5.00 | 0.00023 | 22000 |

There is no jump at touching. The gap density there falls only slowly as \(g\) grows: 0.30, 0.25, 0.20 and 0.17 of the grain value for \(g=10\), 30, 100 and 300. At that angle the gap retains 38 percent of the grain density, and the boundary costs as much as 28 nm of grain. Whether this counts as blocking depends on the grain size. For grains of 1 micrometre, chosen for illustration, it adds about 3 percent to the resistance of a grain. At 4 degrees the boundary and the grain contribute about equally.

The widely spaced limit has a different origin. An insulating cylinder in a uniform field \(F\) adds a dipole potential of magnitude \(FR^2y/r^2\). Averaged along a row of spacing \(D\), this is

\[
\frac{FR^2}{D}\int_{-\infty}^{\infty}\frac{y\,dx}{x^2+y^2}
=\pm\frac{\pi FR^2}{D},
\]

with the sign of \(y\). The jump across the row is \(2\pi FR^2/D\), equivalent to an excess length \(2\pi R^2/D\) for \(D\gg R\). At 1 degree, \(D=22.35\) nm and the estimate is 7.0 nm, against 6.0 nm from the solution. The estimate makes two errors of opposite sign. It treats the cylinders as perfect insulators, which overstates the excess length, and it ignores their effect on one another, which understates it. In this regime the boundary costs a detour, not a barrier.

Near 5 degrees the current still favours the gaps: 85 percent crosses in the half of the boundary line lying farthest from the cores. On \(y=0\) the ripple makes the carrier density vary as \([2\sin(\pi x/D)]^g\), largest midway between cores.

## Strontium titanate and the limits of the estimate

The lattice parameter of strontium titanate is close to 0.39 nm, which suits a boundary made of dislocations with a one-cell Burgers vector. The chosen acceptor density corresponds to roughly 0.3 percent of the titanium sites, a substantial but reasonable doping. The assumed radius then requires 1.53 elementary charges per 0.39 nm of core, or about three quarters of a doubly charged vacancy per repeat. This is a large core charge, and it follows from the choice of \(R\), not from a calculation of the core. At fixed core charge \(R\propto N^{-1/2}\), so ten times fewer acceptors would give \(R\simeq16\) nm and touching near 0.7 degrees. The value near 2 degrees belongs to the stated radius and is not a property of the material. The model also takes every vacancy as free; binding of vacancies to acceptors is not included.

The assumption most exposed at larger angles is fixed core charge. Near a core the merged potential tends to \(\bar\varphi(0)-U_0\ln kr\), while the isolated one tends to \(U_0[\ln(R/r)-1/2]\). Their difference in the cold limit is

\[
\Delta\varphi_{\rm core}=U_0\left[\left(\frac{\pi R}{2D}\right)^2+\ln\frac{D}{2\pi R}+\frac12\right].
\]

It is 0.0115 V at 3 degrees and 0.109 V at 5 degrees. At 500 K the soft edges raise both values by about 0.007 V. For a doubly charged vacancy the shifts are then about 0.037 eV, slightly below \(kT\), and 0.23 eV, more than five times \(kT\). If cores can exchange vacancies with the grains, they should therefore lose charge at the larger angle, and the tabulated resistance at 5 degrees is likely too high. This loss does not move the touching angle, because in the sharp picture cores whose cylinders only touch do not disturb each other. If the isolated cores carried 20 percent less charge from the outset, \(R\) would be smaller by the factor \(\sqrt{0.8}\) and touching would occur near 2.5 degrees instead of 2.23.

Random dopant placement also blurs the threshold. A cylinder of length \(2R\) holds 39 acceptors on average. Independent placement gives a relative spread \(1/\sqrt{39}=16\) percent in their number, hence 8 percent in \(R\). If neighbouring radii varied together, this would mean 0.18 degrees in the touching angle. Touching depends on the mean of two radii, so for independent neighbours the spread is smaller by \(\sqrt2\), about 0.13 degrees. The segment length \(2R\) is a choice; longer segments give a smaller spread.

This count concerns the geometric angle only. The barrier at a given point in the gap also depends on where the nearest acceptors sit. A linear-response estimate puts this local variation at roughly 0.02 eV at 3 degrees, about half of \(kT\). The mobile charge is coarse as well: a sphere of one Debye length holds only about one vacancy on average. The table describes smooth charge densities, so its digits should not be read as the accuracy expected for a real boundary.

For an isolated cylinder, dielectric nonlinearity matters mainly close to the core. With a rough cubic coefficient, the field at 1 nm, 0.64 MV/cm in the linear model, rises by about 11 percent; at 3 nm the increase is below 1 percent. The isolated radius is unchanged, because it follows from charge balance. In a strongly merged boundary, such as the one at 5 degrees, strong fields reach farther into the grains. There the same coefficient raises the gap barrier by roughly 0.008 eV, enough to lower the gap density by nearly 20 percent. The table leaves this out.

Lower temperature need not sharpen the transition in this material. With \(R\) and \(N\) held fixed, 300 K and a rough permittivity of 300 give \(g=2.9\) and \(\theta_{10}=3.04\) degrees by the formula, against 3.00 at 500 K; the numerical solution gives 3.02 against 2.98. This comparison assumes free vacancies in equilibrium, which is less safe at 300 K, where binding to acceptors matters more. The larger permittivity slightly more than offsets the smaller \(kT\), since \(g\propto1/(\varepsilon_rT)\).

The type of carrier matters too. If vacancies do the screening but holes carry the current, a hole has charge one and meets half the vacancy barrier. Its relative density in the gap is the square root of the vacancy value: about 0.62 at touching and 0.31 at 3 degrees. The geometric angle is the same for both carriers, but the gap closes later for holes.

The main numerical results, with mesh-refinement shifts at touching and at 5 degrees, are in the numerical output.

## Numbers as computed

```
Burgers vector 0.39 nm, depletion radius 5.0 nm
temperature 500 K, relative permittivity 170 (rough)
acceptor density 5.0e+19 cm^-3 (rough), z = 2
touching spacing 10.0 nm
touching angle 2.235 degrees = 0.03900 rad
small-angle value b/(2R) 2.235 degrees
energy scale U0 0.0665 eV, z U0 0.1331 eV
kT 0.0431 eV, ratio g = z U0/kT 3.088
Debye length 2.01 nm
line charge 3.93 e/nm, 1.53 e per 0.39 nm of line
sharp picture, gap potential at D = 2.2 R: 0.0000 U0/e
sharp picture, gap potential at D = 1.9 R: 0.0309 U0/e
sharp vacancy barrier at 2.5 degrees: solver 0.0131 eV, formula 0.0105 eV
sharp vacancy barrier at 3.0 degrees: solver 0.0559 eV, formula 0.0557 eV
sharp vacancy barrier at 5.0 degrees: solver 0.3187 eV, formula 0.3184 eV
Finite-temperature results (barrier for a vacancy, midway between cores):
1.00 degrees: D 22.35 nm, barrier 0.0012 eV, density ratio 9.73e-01, excess length 6.01 nm, gap-half current share 0.687
2.23 degrees: D 10.00 nm, barrier 0.0414 eV, density ratio 3.82e-01, excess length 27.8 nm, gap-half current share 0.833
3.00 degrees: D 7.45 nm, barrier 0.1009 eV, density ratio 9.61e-02, excess length 96.5 nm, gap-half current share 0.849
4.00 degrees: D 5.59 nm, barrier 0.2140 eV, density ratio 6.96e-03, excess length 950 nm, gap-half current share 0.854
5.00 degrees: D 4.47 nm, barrier 0.3618 eV, density ratio 2.26e-04, excess length 2.19e+04 nm, gap-half current share 0.855
barrier formula with kT at 3.0 degrees: 0.0988 eV
barrier formula with kT at 4.0 degrees: 0.2138 eV
barrier formula with kT at 5.0 degrees: 0.3615 eV
one-tenth gap density: solver 2.98 degrees, formula 3.00 degrees
finer mesh at touching: barrier shift -0.00001 eV, excess length shift +0.01 percent
finer mesh at 5 degrees: barrier shift -0.00014 eV, excess length shift +0.06 percent
dopants in a cylinder of length 2R: 39.3
resulting radius spread 8.0 percent, touching-angle spread 0.18 degrees
at 1 nm from core: field 0.639 MV/cm, nonlinear field increase 11.13 percent (rough)
at 3 nm from core: field 0.142 MV/cm, nonlinear field increase 0.55 percent (rough)
core potential rise at 3 degrees: 0.0115 V
core potential rise at 5 degrees: 0.1089 V
at 300 K with permittivity 300 (rough): g 2.92, one-tenth angle by formula 3.04 degrees
```
